# Counting Orbitals in One Nanometre of a 3 nm Silicon Wire: verification in Python

```python
# Result under test: a square silicon wire of width W has, per length L,
#   N = g * 8 * W^2 * L / a^3
# orbitals on average over lattice offsets; about 9000 for W = 3 nm, L = 1 nm.
# a: cubic lattice constant (nm); g: spinful sp3d5s* orbitals per atom;
# rho = 8/a^3: atom density; B: mean number of bonds cut by the wire's sides.
import numpy as np
from scipy.constants import physical_constants
from scipy.spatial import cKDTree
from pyscf import gto

a = physical_constants["lattice parameter of silicon"][0] * 1e9
W, L = 3.0, 1.0
rng = np.random.default_rng(12)

# ---- basis size and spin-orbit coupling ----
shells = [0, 1, 2, 0]
g = 2 * sum(2 * l + 1 for l in shells)
trial_basis = [[0, [1.0, 1.0]], [0, [0.3, 1.0]],
               [1, [0.5, 1.0]], [2, [0.5, 1.0]]]
atom = gto.M(atom="Si 0 0 0", basis={"Si": trial_basis}, verbose=0)
assert atom.nao_2c() == g
assert np.linalg.matrix_rank(atom.intor("int1e_ovlp")) == g // 2

levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1
orbital_l = -1j * levi
spin = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                 [[1, 0], [0, -1]]]) / 2
l_dot_s = sum(np.kron(spin[k], orbital_l[k]) for k in range(3))
assert np.allclose(np.linalg.eigvalsh(l_dot_s), [-1, -1, .5, .5, .5, .5])
# A conserved spin projection would be a null vector of this Gram matrix.
comm = []
for k in range(3):
    s_full = np.kron(spin[k], np.eye(3))
    comm.append((l_dot_s @ s_full - s_full @ l_dot_s).ravel())
comm = np.array(comm)
assert np.linalg.eigvalsh(comm.conj() @ comm.T).min() > 0.1
so_entries = int(np.count_nonzero(np.abs(l_dot_s) > 1e-12))
assert so_entries == 12

# ---- explicit diamond lattice ----
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
cell = np.vstack([fcc, fcc + 0.25])


def sites_near_box(box, axes):
    """Atoms in wire coordinates, within 1 nm of the box [0, box]."""
    n = int(np.ceil(np.linalg.norm(box + 1.0) / a)) + 1
    r = np.arange(-n, n + 1)
    cells = np.array(np.meshgrid(r, r, r)).reshape(3, -1).T
    pts = a * (cells[:, None, :] + cell[None, :, :]).reshape(-1, 3)
    pts = pts @ axes.T
    keep = np.all((pts > -1.0) & (pts < box + 1.0), axis=1)
    return pts[keep]


def random_counts(width, axes, samples):
    """Atoms in a box of length L for random lattice offsets."""
    box = np.array([L, width, width])
    pts = sites_near_box(box, axes)
    shifts = a * rng.random((samples, 3)) @ axes.T
    out = np.empty(samples)
    for m, t in enumerate(shifts):
        q = pts + t
        ok = (q >= 0) & (q < box)
        out[m] = np.count_nonzero(ok[:, 0] & ok[:, 1] & ok[:, 2])
    return out


def check_mean(counts, expected):
    """Sampled mean must agree within five standard errors."""
    err = counts.std(ddof=1) / np.sqrt(len(counts))
    assert err < 0.003 * expected
    assert abs(counts.mean() - expected) < 5 * err


rho = 8 / a**3
atoms = rho * W**2 * L
N = g * atoms
axes100 = np.eye(3)
h = np.sqrt(0.5)
axes110 = np.array([[h, h, 0], [-h, h, 0], [0, 0, 1]])
counts100 = random_counts(W, axes100, 12000)
counts110 = random_counts(W, axes110, 12000)
check_mean(counts100, atoms)
check_mean(counts110, atoms)
assert abs(N / 9000 - 1) < 0.01

# wire plus an oxide shell represented by silicon-like sites
shell = 1.0
W_shell = W + 2 * shell
N_shell = g * rho * W_shell**2 * L
counts_shell = random_counts(W_shell, axes100, 4000)
check_mean(counts_shell, N_shell / g)

# ---- cut bonds, from a neighbour search ----
box = np.array([L, W, W])
pts = sites_near_box(box, axes100)
pairs = cKDTree(pts).query_pairs(0.5 * a, output_type="ndarray")
step = np.abs(pts[pairs[:, 0], 0] - pts[pairs[:, 1], 0])
assert np.allclose(step, a / 4)       # bonds join adjacent planes only
first = np.concatenate([pairs[:, 0], pairs[:, 1]])
second = np.concatenate([pairs[:, 1], pairs[:, 0]])
cut, kept = [], []
for t in a * rng.random((4000, 3)):
    q = pts + t
    side = np.all((q[:, 1:] >= 0) & (q[:, 1:] < W), axis=1)
    inside = side & (q[:, 0] >= 0) & (q[:, 0] < L)
    start = inside[first]
    end = side[second]
    cut.append(np.count_nonzero(start & ~end))
    kept.append(np.count_nonzero(start & end))
B = 16 * W * L / a**2 - 2 * L / a
check_mean(np.array(cut), B)
check_mean(np.array(kept), 4 * atoms - B)


# ---- definite wires with whole atomic planes ----
def definite_wire(planes):
    """Atoms per period and atoms in each plane normal to the wire."""
    end = (planes - 0.5) * a / 4
    inside = np.all((pts > -a / 8) & (pts < [7 * a / 8, end, end]), axis=1)
    x = np.rint(4 * pts[inside, 0] / a).astype(int)
    return np.count_nonzero(inside), np.bincount(x)


p_geom = int(round(W / (a / 4)))
p_span = int(np.floor(W / (a / 4))) + 1
for p in range(6, p_span + 1):
    assert abs(definite_wire(p)[0] - p * p / 2) <= 0.5 * (p % 2)
n_geom, layers_geom = definite_wire(p_geom)
n_span, layers_span = definite_wire(p_span)
assert len(layers_geom) == 4
N_geom, N_span = g * n_geom / a, g * n_span / a

# ---- matrix sizes and neglected effects ----
bytes_each = np.dtype(complex).itemsize
dense_gb = bytes_each * N**2 / 1e9
nonzeros = (g + so_entries) * atoms + 2 * (g // 2)**2 * (4 * atoms - B)
N_strained = g * 8 * W**2 * L / (1.01 * a)**3
device = 30.0

print(f"lattice constant a = {a:.4f} nm")
print(f"wire width W = {W:.1f} nm, slice length L = {L:.1f} nm")
print(f"slice volume = {W*W*L:.1f} nm^3")
print(f"atom density = {rho:.2f} per nm^3")
print(f"orbitals per atom without spin = {g//2}, with spin = {g}")
print(f"mean atoms in slice = {atoms:.1f}")
print(f"mean orbitals in slice N = {N:.0f}")
print(f"difference of N from 9000 = {100*(N/9000-1):.2f} percent")
print(f"orbitals per spin block without spin-orbit = {N/2:.0f}")
print(f"sampled mean atoms, [100] wire = {counts100.mean():.1f}")
print(f"sampled mean atoms, [110] wire = {counts110.mean():.1f}")
print(f"fewest atoms in a sampled [100] box = {counts100.min():.0f}")
print(f"most atoms in a sampled [100] box = {counts100.max():.0f}")
print(f"fewest orbitals in a sampled box = {g*counts100.min():.0f}")
print(f"most orbitals in a sampled box = {g*counts100.max():.0f}")
print(f"plane spacing a/4 = {a/4:.4f} nm")
print(f"planes per 1 nm along wire = {4*L/a:.2f}")
print(f"periods per 1 nm along wire = {L/a:.2f}")
for name, p, n, per_nm, lay in [
        ("geometric width", p_geom, n_geom, N_geom, layers_geom),
        ("atom span", p_span, n_span, N_span, layers_span)]:
    print(f"{name}: planes per side = {p}")
    print(f"{name}: p*a/4 = {p*a/4:.3f} nm, span = {(p-1)*a/4:.3f} nm")
    print(f"{name}: atoms per period = {n}, orbitals = {g*n}")
    print(f"{name}: orbitals per nm = {per_nm:.0f}")
    print(f"{name}: atoms in the four planes = {lay.tolist()}")
    print(f"{name}: largest plane block = {g*lay.max()} orbitals")
print(f"span/geometric excess = {100*(N_span/N_geom-1):.1f} percent")
print(f"mean orbitals per plane = {N*a/4/L:.0f}")
print(f"mean orbitals per period = {N*a/L:.0f}")
print(f"mean cut bonds per slice B = {B:.1f}")
print(f"sampled mean cut bonds = {np.mean(cut):.1f}")
print(f"hydrogen orbitals added = {2*B:.0f} ({200*B/N:.1f} percent)")
print(f"orbitals with hydrogen = {N+2*B:.0f}")
print(f"dense complex matrix = {dense_gb:.2f} GB")
print(f"non-zero entries, upper bound = {nonzeros:.0f}")
print(f"non-zero values storage bound = {bytes_each*nonzeros/1e6:.2f} MB")
print(f"filled fraction of slice rows, bound over N^2 = {nonzeros/N**2:.5f}")
print(f"orbitals with a larger by 1 percent = {N_strained:.0f}")
print(f"change from that lattice constant = {100*(N_strained/N-1):.1f} percent")
print(f"shell thickness = {shell:.1f} nm, outer width = {W_shell:.1f} nm")
print(f"orbitals with silicon-like shell sites = {N_shell:.0f}")
print(f"ratio with shell to bare wire = {N_shell/N:.2f}")
print(f"orbitals in {device:.0f} nm of bare wire = {N*device/L:.0f}")
print("tests ok")
```

Running it gives:

```
lattice constant a = 0.5431 nm
wire width W = 3.0 nm, slice length L = 1.0 nm
slice volume = 9.0 nm^3
atom density = 49.94 per nm^3
orbitals per atom without spin = 10, with spin = 20
mean atoms in slice = 449.5
mean orbitals in slice N = 8989
difference of N from 9000 = -0.12 percent
orbitals per spin block without spin-orbit = 4495
sampled mean atoms, [100] wire = 449.4
sampled mean atoms, [110] wire = 448.9
fewest atoms in a sampled [100] box = 423
most atoms in a sampled [100] box = 530
fewest orbitals in a sampled box = 8460
most orbitals in a sampled box = 10600
plane spacing a/4 = 0.1358 nm
planes per 1 nm along wire = 7.37
periods per 1 nm along wire = 1.84
geometric width: planes per side = 22
geometric width: p*a/4 = 2.987 nm, span = 2.851 nm
geometric width: atoms per period = 242, orbitals = 4840
geometric width: orbitals per nm = 8912
geometric width: atoms in the four planes = [61, 61, 60, 60]
geometric width: largest plane block = 1220 orbitals
atom span: planes per side = 23
atom span: p*a/4 = 3.123 nm, span = 2.987 nm
atom span: atoms per period = 265, orbitals = 5300
atom span: orbitals per nm = 9759
atom span: atoms in the four planes = [72, 61, 72, 60]
atom span: largest plane block = 1440 orbitals
span/geometric excess = 9.5 percent
mean orbitals per plane = 1221
mean orbitals per period = 4882
mean cut bonds per slice B = 159.1
sampled mean cut bonds = 159.2
hydrogen orbitals added = 318 (3.5 percent)
orbitals with hydrogen = 9307
dense complex matrix = 1.29 GB
non-zero entries, upper bound = 342138
non-zero values storage bound = 5.47 MB
filled fraction of slice rows, bound over N^2 = 0.00423
orbitals with a larger by 1 percent = 8725
change from that lattice constant = -2.9 percent
shell thickness = 1.0 nm, outer width = 5.0 nm
orbitals with silicon-like shell sites = 24970
ratio with shell to bare wire = 2.78
orbitals in 30 nm of bare wire = 269674
tests ok
```
